# Surface Dose Governs Reflection-Free Resist Bleaching with Residual Absorption: a numerical check

```python
"""
Result under test: for a reflection-free, initially uniform resist film,
    dI/dz = -(A*M + B)*I,    dM/dt = -C*I*M,    M(t=0) = 1,
the accumulated dose E(z) = integral of I over time obeys
    dE/dz = -F(E),    F(E) = (A/C)*(1 - exp(-C*E)) + B*E,
so M = exp(-C*E) and I/I0 = F(E)/F(E0) depend only on surface dose E0.
I: intensity in the film (mW/cm2); M: unreacted fraction; z: depth (um);
A, B: bleachable and residual absorption (1/um); C: rate constant (cm2/mJ).
Material values are rough, typical of an i-line novolac resist.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, solve_ivp, trapezoid

A, B, C = 0.80, 0.10, 0.015
thickness = 1.0
surface_dose = 150.0
wavelength_um = 0.365
resist_index = 1.70
z = np.linspace(0.0, thickness, 201)


def absorbed_density(E, b=B):
    """F(E), in mJ/cm2 per um."""
    return -(A / C) * np.expm1(-C * E) + b * E


def depth_dose(E0, depths, b=B):
    """Solve the single depth equation."""
    depths = np.atleast_1d(depths)
    sol = solve_ivp(lambda s, E: -absorbed_density(E, b), (0.0, depths[-1]),
                    [E0], t_eval=depths, rtol=1e-10, atol=1e-11)
    assert sol.success
    return sol.y[0]


def rk4(rate, state, duration, steps):
    h = duration / steps
    for i in range(steps):
        t = i * h
        k1 = rate(t, state)
        k2 = rate(t + h / 2, state + h * k1 / 2)
        k3 = rate(t + h / 2, state + h * k2 / 2)
        k4 = rate(t + h, state + h * k3)
        state = state + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return state


def direct_exposure(lamp, duration, M_start=None, return_rate=0.0, steps=600):
    """Integrate the original two-variable equations in time."""
    M_start = np.ones_like(z) if M_start is None else M_start

    def relative_intensity(M):
        return np.exp(-cumulative_trapezoid(A * M + B, z, initial=0.0))

    def rate(t, state):
        M = state[0]
        I = lamp(t) * relative_intensity(M)
        return np.array([-C * I * M + return_rate * (1 - M), I])

    M, E = rk4(rate, np.array([M_start, np.zeros_like(z)]), duration, steps)
    return M, E, relative_intensity(M)


fast_time, slow_time = 0.3, 3.0
fast_mean, slow_mean = surface_dose / fast_time, surface_dose / slow_time


def fast_lamp(t):
    return fast_mean


def slow_lamp(t):
    return slow_mean * (1 + 0.9 * np.sin(2 * np.pi * 4 * t / slow_time))


# Direct time integration against the depth equation
E_depth = depth_dose(surface_dose, z)
M_depth = np.exp(-C * E_depth)
M_fast, E_fast, T_fast = direct_exposure(fast_lamp, fast_time)
M_slow, E_slow, T_slow = direct_exposure(slow_lamp, slow_time)
ratio_formula = absorbed_density(E_depth) / absorbed_density(surface_dose)
for M_run, E_run, T_run in ((M_fast, E_fast, T_fast), (M_slow, E_slow, T_slow)):
    assert np.max(abs(E_run - E_depth)) < 1e-3
    assert np.max(abs(M_run - M_depth)) < 1e-5
    assert np.max(abs(T_run - ratio_formula)) < 1e-5
dose_error = max(np.max(abs(E_fast - E_depth)), np.max(abs(E_slow - E_depth)))
schedule_error = np.max(abs(M_fast - M_slow))

# Implicit quadrature, using doses from the direct integration
depth_from_quad = quad(lambda e: 1 / absorbed_density(e), E_fast[-1],
                       surface_dose)[0]
assert abs(depth_from_quad - thickness) < 1e-5

# A buried layer as a fresh film: true if uniform, false with a gradient
_, E_restart, _ = direct_exposure(lambda t: E_fast[80], 1.0)
uniform_shift = abs(E_restart[40] - E_fast[120])
assert uniform_shift < 1e-3
gradient = 1 - 0.5 * z / thickness
Mg_fast, Eg_fast, _ = direct_exposure(fast_lamp, fast_time, gradient)
Mg_slow, Eg_slow, _ = direct_exposure(slow_lamp, slow_time, gradient)
_, Eg_restart, _ = direct_exposure(lambda t: Eg_fast[80], 1.0, gradient)
gradient_shift = abs(Eg_restart[40] - Eg_fast[120])
assert np.max(abs(Mg_fast - Mg_slow)) < 1e-5
assert gradient_shift > 0.5

# Thermal return of the reacted compound brings intensity back
return_rate = 0.3
Mr_fast, _, _ = direct_exposure(fast_lamp, fast_time, None, return_rate)
Mr_slow, _, _ = direct_exposure(slow_lamp, slow_time, None, return_rate)
return_difference = np.max(abs(Mr_fast - Mr_slow))
assert return_difference > 0.05

# Limits, and the dose with residual absorption left out
E_no_B = np.log1p(np.expm1(C * surface_dose) * np.exp(-A * z)) / C
assert np.max(abs(E_no_B - depth_dose(surface_dose, z, 0.0))) < 1e-5
E_shortcut = E_no_B * np.exp(-B * z)
assert np.all(E_shortcut[1:] > E_depth[1:])
T_start = np.exp(-(A + B) * thickness)
T_bleached = np.exp(-B * thickness)
for E0, limit in ((1e-3, T_start), (2e4, T_bleached)):
    E_end = depth_dose(E0, thickness)[0]
    T_end = absorbed_density(E_end) / absorbed_density(E0)
    assert abs(T_end - limit) < 1e-4

# Molecular meaning and energy balance, in SI units
quantum_yield = 0.2
photon_J = const.h * const.c / (wavelength_um * 1e-6)
cross_section = C * 0.1 * photon_J / quantum_yield
molecule_density = A * 1e6 / cross_section
reacted_per_area = molecule_density * trapezoid(1 - M_slow, z) * 1e-6
bleach_energy = reacted_per_area * photon_J / quantum_yield / 10
residual_energy = B * trapezoid(E_slow, z)
absorbed_total = E_slow[0] - E_slow[-1]
assert abs(bleach_energy + residual_energy - absorbed_total) < 2e-3

# Wave optics: layered film, incident medium matched to the resist
layers = 160
layer_h = thickness / layers
z_mid = (np.arange(layers) + 0.5) * layer_h
k0 = 2 * np.pi / wavelength_um


def wave_intensity(M, substrate_index):
    N = resist_index + 1j * (A * M + B) * wavelength_um / (4 * np.pi)
    phase = k0 * N * layer_h / 2
    cosines = np.cos(phase).tolist()
    s_over = (np.sin(phase) / N).tolist()
    s_times = (np.sin(phase) * N).tolist()
    field, slope = 1.0 + 0j, 1j * substrate_index
    middle = [0j] * layers
    for j in range(layers - 1, -1, -1):
        c, p, q = cosines[j], s_over[j], s_times[j]
        field, slope = c * field - p * slope, c * slope + q * field
        middle[j] = field
        field, slope = c * field - p * slope, c * slope + q * field
    incident = (field + slope / (1j * resist_index)) / 2
    return np.abs(np.array(middle) / incident) ** 2


def wave_exposure(substrate_index, lamp, duration):
    def rate(t, state):
        I = lamp(t) * wave_intensity(state[0], substrate_index)
        return np.array([-C * I * state[0], I])
    start = np.array([np.ones(layers), np.zeros(layers)])
    return rk4(rate, start, duration, 120)


def reflectance(n1, n2):
    return abs((n1 - n2) / (n1 + n2)) ** 2


coating_R = 0.001
coating_index = resist_index * (1 - coating_R**0.5) / (1 + coating_R**0.5)
silicon_index = 6.5 + 2.7j
E_mid = depth_dose(surface_dose, z_mid)
M_mid = np.exp(-C * E_mid)
wave_M_error, wave_E_error = {}, {}
for name, index in (("matched", resist_index), ("coated", coating_index),
                    ("silicon", silicon_index)):
    M_wave, E_wave = wave_exposure(index, fast_lamp, fast_time)
    wave_M_error[name] = np.max(abs(M_wave - M_mid))
    wave_E_error[name] = 100 * np.max(abs(E_wave / E_mid - 1))
assert wave_M_error["matched"] < 0.01
assert wave_M_error["matched"] < wave_M_error["coated"] < wave_M_error["silicon"]
assert wave_M_error["silicon"] > 0.1
# The last run is silicon: dose rises and falls with depth
assert np.any(np.diff(E_wave) > 1) and np.any(np.diff(E_wave) < -1)
M_wave_slow, _ = wave_exposure(silicon_index, slow_lamp, slow_time)
wave_schedule_error = np.max(abs(M_wave_slow - M_wave))
assert wave_schedule_error < 1e-4

# Sizes of other neglected effects
NA = 0.6
cos_inside = np.sqrt(1 - (NA / resist_index) ** 2)
E_oblique = depth_dose(surface_dose, thickness / cos_inside)[0]
oblique_change = 100 * (E_oblique / E_depth[-1] - 1)
R_top = reflectance(1.0, resist_index)
index_change = 0.02
R_change = 100 * abs(reflectance(1.0, resist_index + index_change) - R_top)
heat_capacity, conductivity = 1.7e6, 0.2
lamp_heating = fast_mean * 10 * thickness * 1e-6 / conductivity
wafer_m, silicon_heat = 775e-6, 1.66e6
wafer_heating = surface_dose * 10 / (wafer_m * silicon_heat)
pulse_s = 10e-9
heat_time = (thickness * 1e-6) ** 2 * heat_capacity / conductivity
assert heat_time > 100 * pulse_s
F_surface = absorbed_density(surface_dose)
pulse_heating = F_surface * 1e7 / heat_capacity
excited_life = 10e-12
excited_lamp = C * fast_mean * excited_life / quantum_yield
excited_pulse = C * surface_dose / pulse_s * excited_life / quantum_yield

print(f"A, B = {A:.2f}, {B:.2f} 1/um; C = {C:.3f} cm2/mJ")
print(f"thickness = {thickness:.1f} um; wavelength = {wavelength_um*1e3:.0f} nm")
print(f"surface dose = {surface_dose:.0f} mJ/cm2; resist index = {resist_index:.2f}")
print(f"fast: {fast_mean:.0f} mW/cm2 for {fast_time:.1f} s, constant")
print(f"slow: mean {slow_mean:.0f} mW/cm2 for {slow_time:.1f} s, modulated 90 %")
print(f"A/C = {A/C:.2f} mJ/cm2 per um")
print(f"F at surface = {F_surface:.2f} mJ/cm2 per um")
print("depth (um), dose (mJ/cm2), M, I/I0 at end:")
for i in (0, 50, 100, 150, 200):
    print(f"  {z[i]:.2f}  {E_depth[i]:.2f}  {M_depth[i]:.4f}  {ratio_formula[i]:.4f}")
print(f"bottom M, direct: fast {M_fast[-1]:.6f}, slow {M_slow[-1]:.6f}")
print(f"largest dose error, direct vs depth equation = {dose_error:.1e} mJ/cm2")
print(f"largest M difference, fast vs slow = {schedule_error:.1e}")
print(f"depth recovered by quadrature = {depth_from_quad:.6f} um")
print(f"fresh-film mismatch, uniform = {uniform_shift:.1e} mJ/cm2")
print(f"fresh-film mismatch, M0 from 1 to 0.5 = {gradient_shift:.2f} mJ/cm2")
print(f"gradient film, M fast vs slow = {np.max(abs(Mg_fast-Mg_slow)):.1e}")
print(f"thermal return {return_rate:.1f} 1/s, M fast vs slow = {return_difference:.3f}")
print(f"bottom dose with B = 0: {E_no_B[-1]:.2f} mJ/cm2")
print(f"bottom dose, B=0 result times exp(-Bd): {E_shortcut[-1]:.2f} mJ/cm2")
print(f"transmission limits: start {T_start:.4f}, bleached {T_bleached:.4f}")
print(f"photon energy = {photon_J/const.e:.3f} eV; quantum yield = {quantum_yield:.1f}")
print(f"cross-section = {cross_section*1e20:.3f} angstrom^2")
print(f"molecule density = {molecule_density*1e-27:.3f} 1/nm3")
print(f"absorbed in film = {absorbed_total:.2f} mJ/cm2")
print(f"  bleaching {bleach_energy:.2f}, residual {residual_energy:.2f} mJ/cm2")
print(f"reflectance: coated {coating_R*100:.1f} %, "
      f"silicon {100*reflectance(resist_index, silicon_index):.1f} %")
print(f"silicon index used = {silicon_index.real:.1f} + {silicon_index.imag:.1f}i")
for name in wave_M_error:
    print(f"wave vs depth law, {name}: max M error {wave_M_error[name]:.4f}, "
          f"dose error {wave_E_error[name]:.1f} %")
print(f"silicon wave case, M fast vs slow = {wave_schedule_error:.1e}")
print(f"edge ray at NA {NA:.1f}: bottom dose change = {oblique_change:.2f} %")
print(f"air-resist reflectance = {100*R_top:.2f} %")
print(f"its change for index shift {index_change:.2f} = {R_change:.2f} % points")
print(f"heat capacity {heat_capacity/1e6:.1f} J/(cm3 K), "
      f"conductivity {conductivity:.1f} W/(m K)")
print(f"film heating bound, fast lamp = {lamp_heating:.3f} K")
print(f"wafer heating bound ({wafer_m*1e6:.0f} um silicon) = {wafer_heating:.2f} K")
print(f"heat diffusion time = {heat_time*1e6:.1f} us; pulse = {pulse_s*1e9:.0f} ns")
print(f"surface heating bound, whole dose in one pulse = {pulse_heating:.0f} K")
print(f"excited fraction, life {excited_life*1e12:.0f} ps: "
      f"lamp {excited_lamp:.1e}, pulse {excited_pulse:.1e}")
print("success")
```

Printed output:

```
A, B = 0.80, 0.10 1/um; C = 0.015 cm2/mJ
thickness = 1.0 um; wavelength = 365 nm
surface dose = 150 mJ/cm2; resist index = 1.70
fast: 500 mW/cm2 for 0.3 s, constant
slow: mean 50 mW/cm2 for 3.0 s, modulated 90 %
A/C = 53.33 mJ/cm2 per um
F at surface = 62.71 mJ/cm2 per um
depth (um), dose (mJ/cm2), M, I/I0 at end:
  0.00  150.00  0.1054  1.0000
  0.25  134.69  0.1326  0.9524
  0.50  120.15  0.1649  0.9018
  0.75  106.43  0.2026  0.8479
  1.00  93.58  0.2457  0.7907
bottom M, direct: fast 0.245676, slow 0.245676
largest dose error, direct vs depth equation = 3.0e-06 mJ/cm2
largest M difference, fast vs slow = 1.0e-11
depth recovered by quadrature = 1.000000 um
fresh-film mismatch, uniform = 1.7e-13 mJ/cm2
fresh-film mismatch, M0 from 1 to 0.5 = 1.76 mJ/cm2
gradient film, M fast vs slow = 4.7e-12
thermal return 0.3 1/s, M fast vs slow = 0.212
bottom dose with B = 0: 104.77 mJ/cm2
bottom dose, B=0 result times exp(-Bd): 94.80 mJ/cm2
transmission limits: start 0.4066, bleached 0.9048
photon energy = 3.397 eV; quantum yield = 0.2
cross-section = 0.408 angstrom^2
molecule density = 0.196 1/nm3
absorbed in film = 56.42 mJ/cm2
  bleaching 44.35, residual 12.07 mJ/cm2
reflectance: coated 0.1 %, silicon 40.7 %
silicon index used = 6.5 + 2.7i
wave vs depth law, matched: max M error 0.0031, dose error 0.9 %
wave vs depth law, coated: max M error 0.0217, dose error 6.2 %
wave vs depth law, silicon: max M error 0.5619, dose error 179.3 %
silicon wave case, M fast vs slow = 1.4e-08
edge ray at NA 0.6: bottom dose change = -3.61 %
air-resist reflectance = 6.72 %
its change for index shift 0.02 = 0.29 % points
heat capacity 1.7 J/(cm3 K), conductivity 0.2 W/(m K)
film heating bound, fast lamp = 0.025 K
wafer heating bound (775 um silicon) = 1.17 K
heat diffusion time = 8.5 us; pulse = 10 ns
surface heating bound, whole dose in one pulse = 369 K
excited fraction, life 10 ps: lamp 3.7e-10, pulse 1.1e-02
success
```
